# Limiting Thickness of an Intermetallic Layer under Opposing Electromigration

**Q.** An intermetallic layer between two metals thickens as the square root of time. I am told that a current merely adds a constant to the growth rate. Why should two transport processes in one layer add so simply?

**A.** They do so under conditions, so let us fix the system first. A planar layer of a compound \(A_aB_b\), of thickness \(L\), lies between pure A and a B-rich phase. The coordinate \(x\) runs from the A interface, \(x=0\), to the B interface, \(x=L\). In the compound only A moves; the B atoms form a fixed framework. Temperature and current density are uniform, and stress, further compounds and reaction barriers at the interfaces are left out.

An A atom feels two forces: \(-d\mu/dx\) from its chemical potential \(\mu\), and the electromigration force

\[
F=Z^*e\rho j ,
\]

where \(e>0\), \(\rho\) is the resistivity, \(j\) is the current density with its sign along \(x\), and \(Z^*\) is the effective charge number. It includes the momentum given to the atom by the electrons. For \(Z^*<0\) the force points along the electron flow.

For weak forces the drift velocity is mobility times total force. I write the mobility as \(D/k_BT\), which defines the diffusivity \(D\). With \(c\) the number of A atoms per volume of compound, the flux is

\[
J=\frac{cD}{k_BT}\left(-\frac{d\mu}{dx}+F\right).
\]

The two forces add because the response is linear.

**Q.** That is a local statement. The gradient could vary through the layer, and then you have no \(1/L\) law.

**A.** Conservation of A settles it: \(\partial c/\partial t=-\partial J/\partial x\). If \(c\) varies across the layer by a small fraction \(\delta\), roughly linearly, the stored excess per area is about \(c\delta L/2\). It changes at the rate \(c\delta\dot L/2\), which is the difference between the fluxes at the two ends. This is small compared with the flux \(c\dot L\) that builds the layer. To leading order in \(\delta\), then, \(J\) is uniform.

If \(D\) is uniform as well, the flux equation makes \(d\mu/dx\) uniform. Call the drop of \(\mu\) from the A side to the B side \(\Delta\mu>0\). Then \(-d\mu/dx=\Delta\mu/L\), and

\[
\frac{J}{c}=\frac{D}{k_BT}\left(\frac{\Delta\mu}{L}+F\right)=\frac{k}{L}+u,
\]

\[
k=\frac{D\,\Delta\mu}{k_BT},\qquad u=\frac{DF}{k_BT}.
\]

**Q.** If the composition hardly changes, where does a sizeable \(\Delta\mu\) come from?

**A.** From the formation free energy. Let \(G>0\) be the free energy released per formula unit, and let \(\mu_A^0,\mu_B^0\) belong to the pure elements. Across a narrow composition range the free energy of a formula unit is nearly constant, so everywhere in the layer

\[
a\mu_A+b\mu_B=a\mu_A^0+b\mu_B^0-G .
\]

Local equilibrium with pure A sets \(\mu_A=\mu_A^0\) at \(x=0\). At \(x=L\) the neighbour is nearly pure B, so \(\mu_B=\mu_B^0\) there. Putting this into the equation gives \(a\mu_A=a\mu_A^0-G\) at the B side, hence

\[
\Delta\mu=\frac{G}{a}.
\]

A stiff free-energy curve turns a small change of composition into a large change of \(\mu\). In a numerical case with 0.06 eV released per atom of \(A_3B_2\), we have \(G=5\times0.06=0.30\) eV and \(\Delta\mu=0.30/3=0.10\) eV. Tangents drawn to a narrow parabola give 0.10001 eV, while the composition changes by just \(2.5\times10^{-4}\) in atom fraction.

**Q.** Now you will set \(\dot L=J/c\) and be done. But the B phase carries the same current. If it dissolves some A, that A is driven too.

**A.** Yes, and the velocity in the growth law must contain it. Suppose the B phase is saturated with A at a low concentration \(c_s\), and define \(r=c_s/c\ll1\). The dissolved A drifts there with velocity

\[
u_s=\frac{D_sF_s}{k_BT},
\]

where the subscript marks values in the B phase. A uniform concentration \(c_s\) has no diffusion flux, so A leaves the interface at the rate \(c_su_s\).

Since B is immobile in the compound, new compound forms at the B interface. Its A content grows by \(c\dot L\) per area and time. The advancing interface also takes up the A already dissolved in the B it converts, an amount of order \(c_s\dot L\). This is smaller than \(c\dot L\) by a factor of order \(r\) and is dropped. The balance is

\[
c\dot L=J-c_su_s .
\]

Dividing by \(c\) and inserting the flux gives

\[
\frac{dL}{dt}=\frac{k}{L}+w,\qquad w=u-r u_s .
\]

Reversing the current reverses \(F\) and \(F_s\), hence \(u\), \(u_s\) and \(w\). With \(v=|w|\) the two current directions therefore obey

\[
\frac{dL}{dt}=\frac{k}{L}\pm v .
\]

**Q.** The reversed case needs a B phase that keeps delivering A, and the other case needs one that keeps accepting it. A thin joint can do neither for long.

**A.** It can if its far end also holds the concentration at \(c_s\). Take a sandwich: A, compound, B, compound, A. Both compound layers fix the dissolved concentration at \(c_s\), and a uniform profile between them satisfies the drift and diffusion equation. What leaves one layer reaches the other. Seen from its own A side, the second layer has all forces reversed, so

\[
\dot L_1=\frac{k}{L_1}+w,\qquad \dot L_2=\frac{k}{L_2}-w .
\]

Both signs occur in one joint, for as long as A and B last. Without the second layer, a B phase that delivers A must be longer than the distance \(|u_s|t\) travelled by the solute, with several diffusion lengths to spare. A B phase that accepts A can be shorter. The solute collects at the far end, but the B phase is already saturated, so compound should precipitate there and hold the concentration near \(c_s\), much as the second layer does. If precipitation is delayed, the excess spreads back against the drift, and \(w\) stays constant only until that excess is felt at the compound. If the B phase starts unsaturated, A also diffuses into it down a concentration gradient. That loss changes with time, and \(w\) is not constant until the flux into the B phase has become steady. In a long B phase with drift away from the compound, the flux settles at \(c_su_s\), and \(w\) takes the value \(u-ru_s\) found above. With drift towards the compound, a long B phase that started without A has none to deliver: diffusion outwards comes to balance the drift back, the flux settles at zero, and \(w\) tends to \(u\).

**Q.** Suppose \(w\) is negative. Does the layer stop, or does it overshoot and vanish?

**A.** Set \(w=-v\). The rate vanishes at

\[
L^*=\frac{k}{v}.
\]

A thinner layer has \(k/L>v\) and grows; a thicker one has \(k/L<v\) and shrinks. For a small deviation, \(L=L^*+\varepsilon\), expansion gives

\[
\dot\varepsilon=\frac{k}{L^*+\varepsilon}-v
\approx\frac{k}{L^*}-\frac{k\varepsilon}{L^{*2}}-v
=-\frac{v^2}{k}\,\varepsilon .
\]

The first and third terms cancel, and \(k/L^{*2}=v^2/k\). The deviation decays with the time constant

\[
\tau=\frac{k}{v^2}.
\]

The first-order equation approaches the limit from either side without crossing it. The layer cannot vanish in this model either, because \(k/L\) grows without bound as \(L\to0\). In a real couple, a very thin layer would meet the interface barriers that we left out.

**Q.** Is the stationary layer in equilibrium, then?

**A.** That depends on the B phase. Consider first a B phase that dissolves no A, so \(r=0\), with \(F<0\). Then \(\dot L=0\) means \(J=0\). I call this the blocked limit. The flux equation with a nonzero mobility requires

\[
\frac{d\mu}{dx}=F=-|F| .
\]

Integrating from \(0\) to \(L^*\) gives \(-\Delta\mu=-|F|L^*\), or

\[
L^*=\frac{\Delta\mu}{|F|}=\frac{G}{a|F|}.
\]

The diffusivity has cancelled. Written as \(a|F|L^*=G\), the result says that the work needed to carry the \(a\) atoms of one formula unit across the layer against the electromigration force equals the free energy gained by forming that unit. The atoms are balanced, although the current still dissipates heat, so the conductor as a whole is not in equilibrium.

The second kind is a leaking limit, with \(ru_s>u\). At \(\dot L=0\) the balance gives

\[
\frac{J}{c}=\frac{k}{L^*}+u=ru_s .
\]

For \(u_s>0\) this flux is positive: A passes through a layer of constant thickness and is carried away. The thickness is stationary, but the pure A is being consumed. The diffusivities now remain in the answer:

\[
L^*=\frac{D\Delta\mu}{rD_sF_s-DF}.
\]

**Q.** You used a uniform mobility for the growth law, yet claim the blocked limit survives without it. How much of the additive law survives?

**A.** Let \(M=cD/k_BT\) depend on \(\mu\), and let \(F=-f\) with \(f>0\). The flux equation becomes \(-d\mu/dx=J/M+f\). Solving for \(dx\) and integrating over the potential drop,

\[
L=\int\frac{d\mu}{J/M+f},
\]

where the integral runs upward over the interval \(\Delta\mu\). For \(J=0\) it gives \(L=\Delta\mu/f\), as before. For a thin layer \(J\) is large, and

\[
\frac{1}{J/M+f}=\frac{M}{J}-\frac{fM^2}{J^2}+\cdots .
\]

With averages over \(\mu\) denoted by angle brackets, integration and multiplication by \(J/L\) give

\[
J=\frac{\Delta\mu}{L}\left(\langle M\rangle-\frac{f\langle M^2\rangle}{J}\right)+\cdots .
\]

In the small term we may insert the leading flux \(J=\langle M\rangle\Delta\mu/L\). Then

\[
J=\frac{\langle M\rangle\Delta\mu}{L}-f\frac{\langle M^2\rangle}{\langle M\rangle}+\cdots .
\]

The additive law with the mean mobility would have \(f\langle M\rangle\) as its drift term. The ratio of the two is \(\langle M^2\rangle/\langle M\rangle^2\). If \(M\) rises linearly with \(\mu\) from 1 to 2 in some unit, the averages are \(3/2\) and \(7/3\), and the ratio is \(28/27=1.037\). Quadrature gives 1.0367 at \(L/L^*=0.01\) and 1.0188 at \(L/L^*=0.5\). So, for opposing drift, this doubling of the mobility changes the drift term by a few per cent in thin layers, and by nothing at the blocked limit.

Thick layers are less forgiving. With aiding drift, \(F=+f\), the denominator becomes \(J/M-f\). It must stay positive, so \(J\) exceeds \(f\) times the largest \(M\), and approaches that value in a thick layer. In the example the drift term then tends to \(2/(3/2)=4/3\) of its mean-mobility value. With opposing drift and a layer much thicker than \(\Delta\mu/f\), \(J\) is negative and \(J/M+f\) must stay positive, so \(|J|\) approaches \(f\) times the smallest \(M\), and the ratio tends to \(1/(3/2)=2/3\). The additive law with one constant drift term is therefore safe for layers much thicker than \(\Delta\mu/f\), with either sign of the force, only if the mobility in the compound is nearly uniform or if \(u\) is a small part of \(w\).

A twofold variation is mild. If thermal defects carry the atoms and \(M\propto e^{\mu/k_BT}\), a drop \(\Delta\mu=2.9\,k_BT\), as in the worked example below, changes the mobility 18-fold. Even in thin layers the drift term is then 1.62 times its mean-mobility value.

A separate test used atoms hopping over a chain of random barriers. At zero flux, force times length divided by \(\Delta\mu\) was 1.000000.

**Q.** I also want to see the uniform-flux assumption tested. And for that you need the thickness as a function of time.

**A.** Measure thickness and time by \(\xi=L/L^*\) and \(s=t/\tau\), where \(L^*=k/v\) serves as a length scale for both signs. Since \(L^*/\tau=v\) and \(k/L=v/\xi\), opposing drift gives

\[
\frac{d\xi}{ds}=\frac1\xi-1=\frac{1-\xi}{\xi}.
\]

Separate the variables and use \(\xi/(1-\xi)=-1+1/(1-\xi)\). Starting from \(L=0\),

\[
-\xi-\ln(1-\xi)=s .
\]

Put \(y=1-\xi\). Then \(\ln y-y=-1-s\), so \((-y)e^{-y}=-e^{-1-s}\). The Lambert function \(W\) is defined by \(We^W=z\). Because \(0<y\le1\), we need its branch with \(W\ge-1\), called \(W_0\):

\[
L=L^*\left[1+W_0\!\left(-e^{-1-t/\tau}\right)\right].
\]

For aiding drift, \(d\xi/ds=(1+\xi)/\xi\), and \(\xi/(1+\xi)=1-1/(1+\xi)\) gives

\[
\xi-\ln(1+\xi)=s .
\]

With \(z=1+\xi\), this becomes \((-z)e^{-z}=-e^{-1-s}\). Now \(-z\le-1\), which selects the other real branch:

\[
L=L^*\left[-1-W_{-1}\!\left(-e^{-1-t/\tau}\right)\right].
\]

The check is a moving-boundary diffusion calculation that keeps the storage of A and the variation of \(c\). In units with \(k=v=1\), starting from \(L=0.2\), the law for opposing drift predicts 0.84570 at \(t=1\). In the blocked case the full calculation gives 0.84630 for a 2% range of \(c\) and 0.84600 for 1%. In a leaking case it gives 0.85335 and 0.84953. The differences from the law halve with the range, as a leading-order theory in \(\delta\) requires. The aiding case passed the same test.

**Q.** At late times your leaking layer sits at 1.01510 for the 2% range, not at 1. Is that numerical error?

**A.** It is the finite composition range. That case has \(u=0.5\) and \(ru_s=\ell=1.5\). Write the concentration as \(1+\delta\theta\), where \(\theta\) is the scaled potential and falls from 1 to 0. The stationary flux obeys

\[
(1+\delta\theta)\left(-\frac{d\theta}{dx}+u\right)=\ell .
\]

Divide by the first factor and integrate over the layer. The mean of \(\theta\) differs from \(1/2\) only by a term of order \(\delta\), and it enters multiplied by \(\delta\). To first order, then,

\[
1+uL=\ell L\left(1-\frac{\delta}{2}\right),
\]

\[
L=\frac{1}{\ell(1-\delta/2)-u}=\frac{1}{1.5\times0.99-0.5}=1.0152 .
\]

This agrees with the computed value to the order kept. In the blocked case \(J=0\), the factor \(1+\delta\theta\) drops out, and the calculation reaches 1.00000, also when started from 1.5.

**Q.** What would I see early on, before any limit is visible?

**A.** Expand the logarithms. For opposing (upper sign) and aiding drift,

\[
\frac{\xi^2}{2}\pm\frac{\xi^3}{3}+\cdots=s .
\]

Try \(\xi=q+\alpha q^2\) with \(q=\sqrt{2s}\). The terms in \(q^3\) require \(\alpha\pm1/3=0\). Therefore \(\xi=\sqrt{2s}\mp2s/3+\cdots\), and since \(L^{*2}/\tau=k\),

\[
L=\sqrt{2kt}\mp\frac23vt+\cdots .
\]

The coefficient is below 1 because a layer thinned by drift has a steeper potential gradient, which restores part of the loss. For aiding drift the layer is thicker and its gradient weaker, so part of the gain is lost.

Late in the opposing case \(y\) is small, and \(ye^{-y}=e^{-1-s}\) reduces to \(1-\xi\approx e^{-1-t/\tau}\). The layer has reached 84% of \(L^*\) after \(\tau\) and 98% after \(3\tau\). In the aiding case \(k/L\) fades and the rate tends to \(v\). The thickness itself stays ahead of \(vt\), by \(L^*\ln(1+L/L^*)\).

**Q.** Put in numbers. I suspect that one of your two limits is out of reach.

**A.** Take a model compound \(A_3B_2\) with round parameters: \(T=400\) K, so \(k_BT=0.03447\) eV, and \(\Delta\mu=0.10\) eV. Let \(D=10^{-17}\) and \(D_s=10^{-12}\) m²/s, with \(r=10^{-3}\). The effective charges are \(-10\) in the compound and \(-5\) in the B phase, and the resistivities are \(2\times10^{-7}\) and \(1\times10^{-7}\) Ω m. Electrons run from A to B, so \(j=-10^8\) A/m². The forces are

\[
F=(-10)(2\times10^{-7})(-10^8)=200\ \text{eV/m},
\]

and likewise \(F_s=50\) eV/m. Hence

\[
k=\frac{10^{-17}\times0.10}{0.03447}=2.90\times10^{-17}\ \text{m}^2/\text{s},
\]

\[
u=\frac{10^{-17}\times200}{0.03447}=5.80\times10^{-14}\ \text{m/s},
\]

\[
ru_s=10^{-3}\times\frac{10^{-12}\times50}{0.03447}=1.451\times10^{-12}\ \text{m/s}.
\]

The net velocity is \(w=(0.058-1.451)\times10^{-12}=-1.393\times10^{-12}\) m/s. The electrons push A into the compound, yet the layer is limited, because the B phase removes A faster. The limit and its time scale are

\[
L^*=\frac{2.90\times10^{-17}}{1.393\times10^{-12}}=2.08\times10^{-5}\ \text{m}=20.8\ \mu\text{m},
\]

\[
\tau=\frac{k}{v^2}=1.50\times10^7\ \text{s}\approx0.47\ \text{years}.
\]

For the blocked limit, remove the solubility and reverse the current. Then \(L^*=0.10/200\) m \(=500\ \mu\)m, with a time scale of 273 years. Your suspicion is right for these parameters: the blocked limit exists, but by the integrated law a layer starting from zero thickness would reach only about a third of it in twenty years.

**Q.** And the growth itself?

**A.** Starting from zero thickness, in micrometres:

| Time (s) | No current | Opposing | Aiding |
|---|---:|---:|---:|
| \(10^6\) | 7.6 | 6.7 | 8.6 |
| \(10^7\) | 24.1 | 15.8 | 34.1 |
| \(10^8\) | 76.2 | 20.8 | 187.2 |

At \(10^6\) s the early formula gives a shift of \(\tfrac23vt=0.93\ \mu\)m, hence 6.69 and 8.55 µm, close to the 6.72 and 8.57 µm of the full solution. At \(10^8\) s the opposing layer has practically stopped. The aiding layer exceeds \(vt=139\ \mu\)m by the logarithmic lead, \(20.8\ln(1+187.2/20.8)\approx48\ \mu\)m.

The stopped layer still passes A. In \(10^7\) s the flux \(ru_s\) carries off the A content of \(1.451\times10^{-12}\times10^7\) m, or 14.5 µm of compound. A constant thickness is therefore no sign that the A metal is safe.

The supply condition also matters here. In \(10^8\) s the dissolved A drifts \(1.45\times10^{-9}\times10^8=0.145\) m. The aiding value in the last row thus calls for the sandwich, with enough A and B, because a short isolated B phase would run out of dissolved A. The opposing values need a sink at the far end just as much: a second layer or prompt precipitation. Without one, a closed B phase 1 mm long stops accepting A once its far end reaches \(\exp(50\times10^{-3}/0.03447)\approx4\) times the saturation concentration. This takes a few times \((10^{-3})^2/D_s=10^6\) s, less than \(\tau\). After that \(w\) tends to \(u>0\), and the layer is no longer limited.

Heat sets a further limit. The current releases \(\rho_sj^2=10^9\) W/m³ in the B phase. If a B phase of length \(H\) and thermal conductivity \(\kappa\) is cooled only at its ends, its middle is hotter by \(\rho_sj^2H^2/(8\kappa)\). For \(\kappa=60\) W/(m K) this is 2 K at 1 mm but 52 K at 5 mm. The assumption of uniform temperature therefore needs a short B phase or cooling along its sides.

**Q.** If I double the current, do I halve the limit?

**A.** At fixed temperature and fixed material parameters, yes. Both drift velocities are proportional to \(j\), so \(v\propto|j|\), while \(k\) does not contain \(j\). Thus \(L^*\propto1/|j|\) and \(\tau\propto1/j^2\). In the example \(L^*\) falls from 20.8 to 10.4 µm, and \(\tau\) from \(1.50\times10^7\) to \(3.74\times10^6\) s. The product \(L^*|j|\) stays at about 2080 A/m.

Joule heating would break this scaling, since \(D\), \(D_s\) and \(r\) generally depend on temperature. In the leaking limit their changes enter directly; in the blocked limit \(D\) cancels, and temperature acts through \(G\), \(Z^*\) and \(\rho\). A measured departure from \(1/|j|\) would therefore not by itself refute the growth law. One would first have to establish that the temperature was the same at each current. The numerical output below gives the remaining digits.

## Numbers as computed

```
Moving boundary, scaled units k=1, |w|=1, L(0)=0.2, t=1
  blocked: law 0.84570, range 2% 0.84630, range 1% 0.84600
  leaking: law 0.84570, range 2% 0.85335, range 1% 0.84953
  aiding: law 2.17206, range 2% 2.17686, range 1% 2.17448
  late L, range 2%: blocked 1.00000, leaking 1.01510
  late L, blocked, started at 1.5: 1.00000
Hopping chain: |force|*length/dmu at zero flux 1.000000
Mobility doubling across layer: drift term / mean-mobility value
  at L/L*=0.01: 1.0367; at L/L*=0.5: 1.0188
Example: model compound A3B2, electrons from A to B
  temperature 400 K, kB*T 0.03447 eV
  current density magnitude 1.0e+08 A/m^2
  free energy released 0.06 eV per atom
  dmu 0.1000 eV; from tangents 0.10001 eV
  composition range from tangents 2.50e-04 (atom fraction)
  D compound 1.0e-17, D B phase 1.0e-12 m^2/s
  effective charge: compound -10, B phase -5
  resistivity: compound 2.0e-07, B phase 1.0e-07 ohm m
  concentration ratio r 1.0e-03
  force: compound 200.0, B phase 50.0 eV/m
  k 2.9011e-17 m^2/s
  u 5.8023e-14 m/s, u_s 1.4506e-09 m/s
  r*u_s 1.4506e-12 m/s, w -1.3925e-12 m/s
  leaking limit L* 20.83 micrometre = 2.083e-05 m
  its time scale tau 1.496e+07 s = 0.474 years
  L* times current density 2083.3 A/m
  blocked limit (r=0, current reversed) 500.0 micrometre
  its time scale 8.617e+09 s = 273 years
Thickness in micrometre from L(0)=0
  t=1e+06 s: no current 7.62, opposing 6.72, aiding 8.57
  t=1e+07 s: no current 24.09, opposing 15.84, aiding 34.14
  t=1e+08 s: no current 76.17, opposing 20.82, aiding 187.19
Opposing drift, L/L* at multiples of tau
  t=1 tau: 0.8414
  t=3 tau: 0.9813
Doubled current: L* 10.42 micrometre, tau 3.740e+06 s
```
